\section*{Singlet quadratic-response kernels of LDA and GGA and their density scaling}

\section*{Result}

Hartree atomic units are used. Let a closed-shell ground state with smooth, positive density $n$ be perturbed by a real, spin-independent potential, and let exchange and correlation be treated by an adiabatic semilocal functional. Surface terms in integrations by parts are assumed to vanish, as they do for periodic or sufficiently decaying fields. Define
\begin{equation}
g_{xc}(\mathbf r,\mathbf r',\mathbf r'')=\frac{\delta^3E_{xc}}{\delta n(\mathbf r)\,\delta n(\mathbf r')\,\delta n(\mathbf r'')},
\end{equation}
and write $g\eta_1\eta_2$ for the function of $\mathbf r$ left after integrating over $\eta_1(\mathbf r')\eta_2(\mathbf r'')$.

\paragraph{Theorem.}
(a) In LDA, with energy density $f(n_\alpha,n_\beta)$, the singlet kernel is local, with strength
\begin{equation}
g=\tfrac14\left(g_{\alpha\alpha\alpha}+3g_{\alpha\alpha\beta}\right)=f_{nnn},\qquad
g_x=\tfrac{8}{27}\,C\,n^{-5/3},\qquad C=\tfrac34\left(\tfrac3\pi\right)^{1/3}.
\label{eq:lda}
\end{equation}
(b) In a GGA with closed-shell energy density $F(n,\sigma)$, $\sigma=|\nabla n|^2$, put $s_i=2\nabla n\cdot\nabla\eta_i$ and $t_{ij}=2\nabla\eta_i\cdot\nabla\eta_j$. Then $g\eta_1\eta_2=\mathcal A-\nabla\cdot\mathbf B$, where
\begin{align}
\mathcal A={}&F_{nnn}\eta_1\eta_2+F_{nn\sigma}(\eta_1s_2+\eta_2s_1)+F_{n\sigma\sigma}s_1s_2+F_{n\sigma}t_{12},\label{eq:A}\\
\mathbf B={}&2\nabla n\,[F_{nn\sigma}\eta_1\eta_2+F_{n\sigma\sigma}(\eta_1s_2+\eta_2s_1)+F_{\sigma\sigma\sigma}s_1s_2+F_{\sigma\sigma}t_{12}]\nonumber\\
&+2\nabla\eta_1(F_{n\sigma}\eta_2+F_{\sigma\sigma}s_2)+2\nabla\eta_2(F_{n\sigma}\eta_1+F_{\sigma\sigma}s_1).\label{eq:B}
\end{align}
(c) GGA exchange that contains no fixed length (such as PBE or B88, but not range-separated exchange, whose parameter $\omega$ sets a length) has the power $-5/3$ when lengths are scaled with the density: if $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$ and $\eta_{i,\lambda}(\mathbf r)=\eta_i(\lambda\mathbf r)$, then
\begin{equation}
\left(g_x[n_\lambda]\eta_{1,\lambda}\eta_{2,\lambda}\right)(\mathbf r)=\lambda^{-5}\left(g_x[n]\eta_1\eta_2\right)(\lambda\mathbf r).
\label{eq:scale}
\end{equation}

The condition in (c) is needed: at fixed lengths the power generally differs. The kernel enters quadratic response through $n+\epsilon n_1+\epsilon^2n_2$. Taylor expansion of $v_{xc}$ gives its second-order part as $f_{xc}n_2+\frac12g_{xc}n_1n_1$, with $f_{xc}=\delta v_{xc}/\delta n$. The adiabatic assumption makes both kernels independent of frequency, so memory effects are left out.

\section*{Spin symmetry and the LDA}

\paragraph{Lemma 1.} The singlet response has $\delta n_\alpha=\delta n_\beta=\delta n/2$ at every order.

\paragraph{Proof.} Initially both spins occupy the same spatial orbitals. Since $E_{xc}$ is symmetric under exchange of the spins, $v_{xc,\alpha}=v_{xc,\beta}$ whenever $n_\alpha=n_\beta$. The two sets of orbitals therefore obey the same equation from the same initial data and stay equal. Expanding this equality in the field strength proves the claim.

The third variation is thus a sum over eight spin assignments, each with a factor $(1/2)^3$. Spin reversal pairs them into two terms of type $\alpha\alpha\alpha$ and six with one spin different:
\begin{equation}
\tfrac18\left[2g_{\alpha\alpha\alpha}+2(g_{\alpha\alpha\beta}+g_{\alpha\beta\alpha}+g_{\beta\alpha\alpha})\right].
\end{equation}
For a local functional the last three are equal, which gives the combination in \eqref{eq:lda}.

Now let $m=n_\alpha-n_\beta$, so that $\partial_\alpha=\partial_n+\partial_m$ and $\partial_\beta=\partial_n-\partial_m$. At $m=0$ derivatives odd in $m$ vanish. Expanding $(\partial_n+\partial_m)^3$ and $(\partial_n+\partial_m)^2(\partial_n-\partial_m)$ leaves
\begin{equation}
g_{\alpha\alpha\alpha}=f_{nnn}+3f_{nmm},\qquad g_{\alpha\alpha\beta}=f_{nnn}-f_{nmm}.
\label{eq:spin}
\end{equation}
In the singlet combination $f_{nmm}$ cancels and $f_{nnn}$ remains.

\paragraph{Lemma 2.} Let $f=n\varepsilon(r_s,\zeta)$, $\zeta=m/n$, $n=3/(4\pi r_s^3)$, and let $\alpha_s=\partial^2\varepsilon/\partial\zeta^2$ at $\zeta=0$. With primes for $d/dr_s$,
\begin{align}
f_{nnn}&=-\frac{r_s^3\varepsilon'''+3r_s^2\varepsilon''-8r_s\varepsilon'}{27n^2},\label{eq:fnnn}\\
f_{nmm}&=-\frac{\alpha_s+r_s\alpha_s'/3}{n^2}.\label{eq:fnmm}
\end{align}

\paragraph{Proof.} From $n\propto r_s^{-3}$ follows $d/dn=-(r_s/3n)\,d/dr_s$. Hence
\begin{align}
f_n&=\varepsilon-\tfrac13r_s\varepsilon',\\
f_{nn}&=-\frac{r_s}{3n}\left(\tfrac23\varepsilon'-\tfrac13r_s\varepsilon''\right)=\frac{r_s^2\varepsilon''-2r_s\varepsilon'}{9n}.
\end{align}
In the next derivative, $1/n$ contributes $-1/n^2$ and the numerator contributes
\begin{equation}
\frac{d}{dr_s}(r_s^2\varepsilon''-2r_s\varepsilon')=r_s^2\varepsilon'''-2\varepsilon'.
\end{equation}
Therefore
\begin{equation}
f_{nnn}=-\frac{r_s^2\varepsilon''-2r_s\varepsilon'}{9n^2}-\frac{r_s^3\varepsilon'''-2r_s\varepsilon'}{27n^2},
\end{equation}
which is \eqref{eq:fnnn}. For the spin part, $f_{mm}=n\alpha_s/n^2=\alpha_s/n$; one more density derivative gives \eqref{eq:fnmm}.

For exchange, $f=-Cn^{4/3}$ at $m=0$. Its third derivative is $-C\cdot\frac43\cdot\frac13\cdot(-\frac23)n^{-5/3}$, which proves the second formula in \eqref{eq:lda}. Exchange acts between equal spins, $E_x[n_\alpha,n_\beta]=\frac12E_x[2n_\alpha]+\frac12E_x[2n_\beta]$. Three derivatives with respect to $n_\alpha$ give $\frac12\cdot2^3=4$ times $g_x$, and the mixed derivatives vanish.

\paragraph{Two limits of correlation.} I use the Perdew--Wang form
\begin{equation}
G=-2p(1+a_1r_s)\ln\left[1+\frac{1}{2p(b_1r_s^{1/2}+b_2r_s+b_3r_s^{3/2}+b_4r_s^2)}\right].
\end{equation}
For $\varepsilon_c=G$ the constants $(p,a_1,b_1,b_2,b_3,b_4)$ are $(0.0310907$, $0.21370$, $7.5957$, $3.5876$, $1.6382$, $0.49294)$. For $\alpha_s=-G$ they are $(0.0168869$, $0.11125$, $10.357$, $3.6231$, $0.88026$, $0.49671)$. As $r_s\to0$, $\varepsilon_c\simeq p\ln r_s$ plus a constant. The numerator in \eqref{eq:fnnn} tends to $(2-3-8)p=-9p$, so $g_c\simeq p/(3n^2)$. As $r_s\to\infty$, $\varepsilon_c\simeq-a_1/(b_4r_s)$, which has the form of exchange and gives $n^{-5/3}$; this limit is approached slowly, the local power of $g_c$ being still $-1.73$ at $r_s=100$ bohr. Between these limits correlation has no single power. From $r_s=1$ to $4$ bohr its mean power is $-1.926$; exchange gives $-1.667$.

\section*{The GGA kernel}

\paragraph{Lemma 3 (spin-resolved form).} Let $u=(n_\alpha,n_\beta,\sigma_{\alpha\alpha},\sigma_{\alpha\beta},\sigma_{\beta\beta})$ with $\sigma_{\tau\tau'}=\nabla n_\tau\cdot\nabla n_{\tau'}$. For perturbations $\eta^i_\tau$ the first and second variations of $u$ are
\begin{align}
u^i_{n_\tau}&=\eta^i_\tau,\qquad u^i_{\tau\tau'}=\nabla n_\tau\cdot\nabla\eta^i_{\tau'}+\nabla n_{\tau'}\cdot\nabla\eta^i_\tau,\\
u^{ij}_{n_\tau}&=0,\qquad u^{ij}_{\tau\tau'}=\nabla\eta^i_\tau\cdot\nabla\eta^j_{\tau'}+\nabla\eta^j_\tau\cdot\nabla\eta^i_{\tau'}.
\end{align}
With repeated indices summed, the third variation of $E=\int f(u)\,d^3r$ is
\begin{equation}
\int\left[f_{abc}u_a^1u_b^2u_c^3+f_{ab}(u_a^1u_b^{23}+u_a^2u_b^{13}+u_a^3u_b^{12})\right]d^3r.
\label{eq:spin3}
\end{equation}

\paragraph{Proof.} The first variation has integrand $f_au_a^1$, and the second has $f_{ab}u_a^1u_b^2+f_au_a^{12}$. Varying once more acts on $f_{ab}$, on $u^1$, on $u^2$ and on $f_a$, producing the four terms shown. The remaining term $f_au_a^{123}$ is zero because $u$ is at most quadratic in the density.

\paragraph{Proof of part (b).} By Lemma 1 the density stays on the closed-shell path, where
\begin{equation}
F(n,\sigma)=f\left(\tfrac n2,\tfrac n2,\tfrac\sigma4,\tfrac\sigma4,\tfrac\sigma4\right).
\end{equation}
Thus $\partial_n=\frac12(\partial_{n_\alpha}+\partial_{n_\beta})$ and $\partial_\sigma=\frac14(\partial_{\sigma_{\alpha\alpha}}+\partial_{\sigma_{\alpha\beta}}+\partial_{\sigma_{\beta\beta}})$. The argument of Lemma 3 applies to the pair $(n,\sigma)$, whose first variations are $(\eta_i,s_i)$ and second variations $(0,t_{ij})$. The integrand becomes
\begin{align}
&F_{nnn}\eta_1\eta_2\eta_3+F_{nn\sigma}(\eta_1\eta_2s_3+\eta_1s_2\eta_3+s_1\eta_2\eta_3)\nonumber\\
&+F_{n\sigma\sigma}(\eta_1s_2s_3+s_1\eta_2s_3+s_1s_2\eta_3)+F_{\sigma\sigma\sigma}s_1s_2s_3\nonumber\\
&+F_{n\sigma}(\eta_1t_{23}+\eta_2t_{13}+\eta_3t_{12})+F_{\sigma\sigma}(s_1t_{23}+s_2t_{13}+s_3t_{12}).
\end{align}
Terms with an undifferentiated $\eta_3$ form $\mathcal A\eta_3$. In the others insert $s_3=2\nabla n\cdot\nabla\eta_3$ and $t_{i3}=2\nabla\eta_i\cdot\nabla\eta_3$; they form $\mathbf B\cdot\nabla\eta_3$. Integration by parts turns this into $-\eta_3\nabla\cdot\mathbf B$. Since $\eta_3$ is arbitrary, part (b) follows.

\paragraph{Exchange coefficients.} For GGA exchange without a range-separation parameter or other fixed length, dimensional scaling requires
\begin{equation}
F=-Cn^{4/3}\Phi(y),\qquad y=\sigma n^{-8/3}.
\end{equation}
For any power $p$, since $\partial y/\partial n=-8y/(3n)$,
\begin{equation}
\partial_n[n^p\psi(y)]=n^{p-1}\left(p\psi-\tfrac83y\psi'\right).
\label{eq:rule}
\end{equation}
Each $\sigma$ derivative gives $n^{-8/3}$ and one derivative of $\Phi$:
\begin{equation}
F_\sigma=-Cn^{-4/3}\Phi',\quad F_{\sigma\sigma}=-Cn^{-4}\Phi'',\quad F_{\sigma\sigma\sigma}=-Cn^{-20/3}\Phi'''.
\end{equation}
Rule \eqref{eq:rule} with $p=-4/3$, then $-7/3$, and separately with $p=-4$, yields
\begin{align}
F_{n\sigma}&=\tfrac C3n^{-7/3}(4\Phi'+8y\Phi''),\\
F_{nn\sigma}&=-\tfrac C9n^{-10/3}(28\Phi'+152y\Phi''+64y^2\Phi'''),\\
F_{n\sigma\sigma}&=\tfrac C3n^{-5}(12\Phi''+8y\Phi''').
\end{align}
Starting instead from $F$, with $p=4/3$, $1/3$ and $-2/3$,
\begin{align}
F_n&=-\tfrac C3n^{1/3}(4\Phi-8y\Phi'),\\
F_{nn}&=-\tfrac C9n^{-2/3}(4\Phi+24y\Phi'+64y^2\Phi''),\\
F_{nnn}&=\tfrac C{27}n^{-5/3}(8\Phi+272y\Phi'+1344y^2\Phi''+512y^3\Phi''').
\label{eq:xnnn}
\end{align}
For $\Phi=1$ the last line returns the LDA.

\paragraph{Proof of part (c).} Under $n\to n_\lambda$, $\sigma$ acquires $\lambda^8$ and $y$ is unchanged. Hence $F_n$ acquires $\lambda$, while $F_\sigma\nabla n$ acquires $\lambda^{-4}\lambda^4=1$ and its divergence acquires $\lambda$. The potential $v_x=F_n-\nabla\cdot(2F_\sigma\nabla n)$ therefore obeys $v_x[n_\lambda](\mathbf r)=\lambda v_x[n](\lambda\mathbf r)$. Next,
\begin{equation}
n_\lambda+\epsilon_1\eta_{1,\lambda}+\epsilon_2\eta_{2,\lambda}=\left[n+\lambda^{-3}(\epsilon_1\eta_1+\epsilon_2\eta_2)\right]_\lambda .
\end{equation}
Differentiating the scaled potential once in each $\epsilon_i$ gives $\lambda\cdot\lambda^{-3}\cdot\lambda^{-3}=\lambda^{-5}$. Since the density factor is $\lambda^3$, this is the power $-5/3$.

\section*{PBE and the uniform limit}

PBE exchange has $\Phi=1+\kappa-\kappa/(1+ay)$, with $\kappa=0.804$ and $a=\mu/[4\kappa(3\pi^2)^{2/3}]$. In terms of the reduced gradient $s=|\nabla n|/(2k_Fn)$, $k_F=(3\pi^2n)^{1/3}$, this means $ay=\mu s^2/\kappa$. Closed-shell PBE correlation is
\begin{align}
F_c&=n\left\{\varepsilon_c+\gamma\ln\left[1+\frac\beta\gamma\,\frac{w(1+Dw)}{1+Dw+D^2w^2}\right]\right\},\\
w&=b\,\sigma n^{-7/3},\quad b=\frac{\pi}{16(3\pi^2)^{1/3}},\quad D=\frac{\beta/\gamma}{e^{-\varepsilon_c/\gamma}-1},
\end{align}
with $\gamma=(1-\ln2)/\pi^2$, $\beta=0.066725$ and $\mu=\beta\pi^2/3$. Its coefficients follow by applying
\begin{equation}
\partial_\sigma=bn^{-7/3}\partial_w,\qquad \partial_n=\partial_n|_{w,\varepsilon_c}+\frac{d\varepsilon_c}{dn}\partial_{\varepsilon_c}-\frac{7w}{3n}\partial_w
\end{equation}
to this expression the required number of times.

\paragraph{Proposition.} About a uniform density, for $\mathbf q_1+\mathbf q_2+\mathbf q_3=0$,
\begin{equation}
g(\mathbf q_1,\mathbf q_2,\mathbf q_3)=F_{nnn}+F_{n\sigma}(q_1^2+q_2^2+q_3^2).
\label{eq:q}
\end{equation}
In PBE the gradient terms of exchange and correlation cancel, leaving the LDA value.

\paragraph{Proof.} Here $\nabla n=0$ and $s_i=0$, so $\mathbf B=2F_{n\sigma}\nabla(\eta_1\eta_2)$. For $\eta_j=e^{i\mathbf q_j\cdot\mathbf r}$, $t_{12}=-2\mathbf q_1\cdot\mathbf q_2\,\eta_1\eta_2$ and $-\nabla\cdot\mathbf B=2F_{n\sigma}q_3^2\,\eta_1\eta_2$. Because $q_3^2=q_1^2+q_2^2+2\mathbf q_1\cdot\mathbf q_2$, their sum gives \eqref{eq:q}.

At $\sigma=0$ exchange has $F_{n\sigma}=\frac43C\kappa a\,n^{-7/3}$. For small $w$, $F_c\simeq n\varepsilon_c+\beta b\sigma n^{-4/3}$, so correlation has $F_{n\sigma}=-\frac43\beta b\,n^{-7/3}$. Cancellation requires $C\kappa a=\beta b$, or
\begin{equation}
\mu=\frac{\beta\pi(3\pi^2)^{1/3}}{4C}=\frac{\beta\pi}{3}\left(\frac{3\pi^2}{3/\pi}\right)^{1/3}=\frac{\beta\pi^2}{3},
\end{equation}
which PBE satisfies.

\section*{Worked example and kernel differences}

Take a model electron gas with $r_s=2$ bohr, $n_0=0.029842$ bohr$^{-3}$. All values of $g$ below are in hartree bohr$^6$. Exchange gives $g_x=76.22$. For correlation, $\varepsilon_c'=0.010100$, $\varepsilon_c''=-0.006152$ and $\varepsilon_c'''=0.006597$ in the corresponding atomic units, so
\begin{equation}
g_c=-\frac{8(0.006597)+12(-0.006152)-16(0.010100)}{27(0.029842)^2}=7.60.
\end{equation}
With $\alpha_s=0.03108$ hartree and $\alpha_s'=-0.006397$ hartree/bohr, \eqref{eq:fnmm} gives $f_{nmm}=-30.1$. The correlation components are then $g_{\alpha\alpha\alpha}=-82.7$ and $g_{\alpha\alpha\beta}=37.7$. They are much larger than their singlet combination because the magnetization derivative cancels from it. The total is $g_{xc}=83.82$, or $50.08$ eV \AA$^6$.

These formulas were tested by differencing the kernel, using
\begin{equation}
K'(0)\simeq\frac{8[K(h)-K(-h)]-[K(2h)-K(-2h)]}{12h},\qquad h=10^{-3}n_0.
\end{equation}
Here $K$ is a spin component of the kernel, or the singlet kernel $\frac12(f_{\alpha\alpha}+f_{\alpha\beta})$, at the displaced density. Formula and difference agree in all printed digits.

\paragraph{A finite density change.} Raise the density uniformly by $\delta=0.1n_0$. With $f_{xc}=-3.6539$ hartree bohr$^3$, the linear change of $v_{xc}$ is $f_{xc}\delta=-0.010904$ hartree. The quadratic term is $\frac12(83.82)(0.0029842)^2=0.000373$ hartree. Their sum is $-0.010531$, against the actual $-0.010550$ hartree. Relative to the actual change, the error falls from $3.4\%$ to $0.2\%$. Doubling $\delta$ from $5\%$ to $10\%$ multiplies the remainder by $7.75$, near the factor 8 of a leading cubic term.

For LDA exchange the quadratic-to-linear ratio is $-\delta/(3n)$, since $f_x=-\frac49Cn^{-2/3}$. Where the density is small, the expansion thus needs $|\delta|\ll n$ locally; a small absolute change is not enough.

\paragraph{A GGA coefficient.} At the same density and $s=1$, $ay=0.2730$. Then $\Phi=1.1724$, $y\Phi'=0.13545$, $y^2\Phi''=-0.05810$ and $y^3\Phi'''=0.03738$. The bracket in \eqref{eq:xnnn} is $9.38+36.84-78.09+19.14=-12.73$, where the LDA has $8$. Hence $F_{nnn}=76.22(-12.73/8)=-121$ for exchange. The reversed sign does not mean that the whole kernel is reversed: $F_{nnn}$ is taken at fixed $\sigma$, and the other terms of $\mathcal A$ and $\mathbf B$ act with it.

\paragraph{Uniform gas at finite wavevector.} In a square cell of side 4 bohr let $k=\pi/2$ bohr$^{-1}$, and take perturbations $\cos kx$, $\cos ky$ and $\cos(kx+ky)$ of unit amplitude. The sum of $q^2$ is $4k^2=9.870$ bohr$^{-2}$, and $F_{n\sigma}=\pm20.44$ hartree bohr$^8$. The gradient term is therefore $\pm201.8$. Exchange has $g=76.2+201.8=278.0$, correlation $7.6-201.8=-194.2$, and their sum is the LDA value $83.8$. Differences of the PBE kernel confirm all three.

\paragraph{A modulated density.} Now let $n=n_0(1+0.3\cos kx+0.2\cos ky)$. The potential $\mathcal A-\nabla\cdot\mathbf B$ was tested point by point against differences of the singlet PBE kernel. The largest discrepancy is $5.5\times10^{-10}$ of the largest potential. The spin-resolved form \eqref{eq:spin3} was also tested, with full spin-dependent PBE, on the spin-polarized density $n_\alpha=0.55n$, $n_\beta=0.45n$. With $c_1=\cos kx$, $c_2=\cos ky$, $c_3=\cos(kx+ky)$, the perturbations $(\eta_\alpha,\eta_\beta)$ were $(c_1,\,0.4c_2)$, $(0.3c_2,\,c_1+c_2)$ and $(c_3,\,-0.5c_3+0.2c_1)$; both routes give the cell average $-56.0658$. The singlet results use $\eta_i=c_i$.

The average of $\eta_3\,g\eta_1\eta_2$ over the cell is $27.3$ in LDA and $64.5$ in PBE. The latter consists of $91.1$ from exchange and $-26.6$ from correlation. For the uniform gas the average product of the three cosines is $1/4$, so both functionals would give $83.8/4=21.0$. The cancellation proved for uniform density does not carry over to this modulation.

\paragraph{Reading the scaling powers.} Multiply this density by $1.5^3$. If the cell is shrunk by $1.5$, the root-mean-square value of the exchange response potential $g_x\eta_1\eta_2$ changes with density power $-1.6667$, and \eqref{eq:scale} holds point by point to rounding error. In the fixed cell the power is $-2.045$. For a uniform gas \eqref{eq:q} shows why fixed lengths matter: at fixed $q$ the gradient part varies as $n^{-7/3}$, not $n^{-5/3}$.

Correlation in the shrunk cell has power $-1.6725$, close to the exchange value. It nevertheless misses exact scaling locally by up to $18\%$ of the largest exactly scaled potential. The uniform gas gives a second, simpler case: its dominant term, $-201.8$, scales like exchange, while the local $7.6$ does not, and the resulting power is $-1.658$. That argument covers only the uniform gas. The modulated power lies on the other side of $-5/3$, and how close it comes was not derived. A mean power near $-5/3$ is thus no proof that a functional obeys \eqref{eq:scale}. The numerical output lists the remaining coefficients.

\section*{Computed results}
\begin{verbatim}
rs = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.95958 bohr^-1
exchange constant C = 0.738559 hartree bohr
eps_c and rs-derivatives 1,2,3 (hartree bohr^-k): -0.044759 0.010100 -0.006152 0.006597
stiffness alpha_c = 0.031080 hartree, slope = -0.006397 hartree/bohr
LDA exchange formula: g_aaa, g_aab, singlet g = 304.8847 0.0000 76.2212 hartree bohr^6
LDA exchange differenced: g_aaa, g_aab, singlet g = 304.8847 0.0000 76.2212 hartree bohr^6
LDA correlation formula: g_aaa, g_aab, singlet g = -82.7399 37.7086 7.5965 hartree bohr^6
LDA correlation differenced: g_aaa, g_aab, singlet g = -82.7399 37.7086 7.5965 hartree bohr^6
LDA singlet g_xc = 83.8177 hartree bohr^6
  converted: 50.083 eV A^6
rs = 1 bohr: g_x = 2.3819, g_c = 0.1354 hartree bohr^6
rs = 4 bohr: g_x = 2439.0774, g_c = 408.0148 hartree bohr^6
LDA density power, rs 1 to 4: x -1.666667, c -1.9262
LDA kernel f_xc = -3.65389 hartree bohr^3
10% density rise: true change of v_xc = -0.0105503 hartree
  linear = -0.0109038, quadratic = 0.0003732 hartree
  remainder = -1.971e-05 hartree
  remainder at 10% over remainder at 5% = 7.750
PBE: beta = 0.06672455, mu = 0.21951497, kappa = 0.804
PBE coefficients at s = 1, sigma = 3.279929e-03 bohr^-8
  (s in a subscript means sigma; atomic units)
  F_nn: exchange -3.60129e+00, correlation -1.81864e+00
  F_ns: exchange 1.79262e+00, correlation 5.65139e+00
  F_ss: exchange 3.69209e+01, correlation -4.14444e+01
  F_nnn: exchange -1.21245e+02, correlation 2.34887e+02
  F_nns: exchange 6.88161e+02, correlation -6.42689e+02
  F_nss: exchange -2.82612e+03, correlation 6.47435e+02
  F_sss: exchange -7.24268e+03, correlation 1.73850e+04
periodic cell 4.0 bohr, grid 32 x 32
  density min 0.014921, max 0.044762 bohr^-3
spin-resolved PBE third variation: formula -56.065791
  differenced kernel -56.065791 hartree bohr^6
singlet PBE potential: largest relative error 5.5e-10
cell average, LDA: x 24.6615, c 2.6366, xc 27.2981 hartree bohr^6
cell average, PBE: x 91.1426, c -26.6427, xc 64.4999 hartree bohr^6
PBE density power for length scale factor 1.5:
  exchange, cell shrunk -1.666667
  exchange, cell fixed -2.0450
  correlation, cell shrunk -1.6725
  largest miss of exact scaling: x 1.6e-14, c 0.1785
uniform gas, sum of q^2 = 9.86960 bohr^-2
  F_ns at sigma=0: x 20.44234, c -20.44234 hartree bohr^8
  PBE g(q): x 277.9790, c -194.1613, xc 83.8177 hartree bohr^6
  correlation parts: local 7.5965, gradient -201.7578 hartree bohr^6
  correlation power, wavevectors scaled: -1.6578
\end{verbatim}
